# Do pinholes short a depinning interlayer contact?

**The argument under review.** A thin insulator is placed between a metal and n-type germanium to release the Fermi level from its pinned position and so lower the Schottky barrier. The film has pinholes covering one per cent of the area. The author reasons: "In the pinholes the metal touches the semiconductor. Current takes the path without the insulator, so the pinholes short the contact and the benefit of the interlayer is lost." The recommendation is to reject any film that is not closed.

The geometry is described correctly. The step that needs examination is the one from "touches" to "shorts". Which region carries the current is a question about two resistivities, and the argument gives neither.

## What parallel conduction says

Let the contact have area $A$, with a fraction $f$ of pinholes. Let $\rho_p$ be the specific contact resistivity (in Ω cm²) of the bare metal-semiconductor contact, and $\rho_i$ that of the contact through the intact film. I assume a voltage $V$ well below $k_BT/q$, so that both regions respond linearly. I also take it to be the same across both, and let each region conduct as a wide contact of its kind would. These last two assumptions are examined below. The currents are

$$I_p=\frac{fA}{\rho_p}V,\qquad I_i=\frac{(1-f)A}{\rho_i}V .$$

The resistivity of the whole contact is $\rho=AV/(I_p+I_i)$, so

$$\frac1\rho=\frac{f}{\rho_p}+\frac{1-f}{\rho_i}.$$

The pinhole share of the current is $s=I_p/(I_p+I_i)$. Multiplying numerator and denominator by $\rho_p/(AV)$ and writing $r=\rho_p/\rho_i$ gives

$$s=\frac{f}{f+(1-f)r}.$$

To compare this share with the area fraction, subtract $f$:

$$s-f=\frac{f\,[1-f-(1-f)r]}{f+(1-f)r}=\frac{f(1-f)(1-r)}{f+(1-f)r}.$$

For $0<f<1$ the sign is that of $1-r$. Pinholes carry less than their area share if $r>1$, and more if $r<1$. Being below $f$ is not yet being small: if most of the film is missing, the holes can dominate even with $r>1$. The share is small when $f\ll(1-f)r$. Half the current passes through the holes when $f=(1-f)r$, that is, at $f=r/(1+r)$.

The intuition of a short belongs to the limit $r\to0$, where $s\to1$. It fits a hole in an insulator between two good metals. Here the hole exposes a Schottky barrier.

The total resistivity also has a ceiling. From the parallel formula,

$$\frac{\rho}{\rho_i}=\frac{1}{1-f+f/r}<\frac1{1-f}.$$

In this model a hole that conducts badly removes useful area and does nothing worse. A hole that conducts well lowers the resistance. In terms of the share, the intact region carries $1-s=(1-f)\rho/\rho_i$, hence

$$\frac{\rho}{\rho_i}=\frac{1-s}{1-f},$$

which will be useful for judging the corrections.

These formulas were tested against a numerical solution of the current flow in a semiconductor cylinder under a patchy contact, with negligible bulk resistance. For $f=0.04$ with $r=10$ and $r=0.1$, and for $f=0.25$ with $r=1/3$, share and total resistivity agreed to within 0.2 %. The last case is the half-current condition.

## The resistivity of the bare spot

In a pinhole the Fermi level remains pinned, and electrons must pass a barrier $\phi_p$, measured from the Fermi level. Suppose first that they go over it. At fixed wave vector $\mathbf k_\parallel$ along the interface, the normal velocity is $v_x=\hbar^{-1}\partial E/\partial k_x$, so $v_x\,dk_x=dE/\hbar$. With two spins and Boltzmann occupation, the current density from one conduction valley is

$$J_1=\frac{2q}{(2\pi)^3\hbar}\int d^2k_\parallel\int_{E_0(\mathbf k_\parallel)}^\infty dE\,e^{-E/k_BT}.$$

Here $E_0$ is the lowest energy at the barrier top for the given $\mathbf k_\parallel$. It equals $\phi_p$ plus a quadratic form in $\mathbf k_\parallel$, measured from the valley centre. The energy integral gives $k_BTe^{-E_0/k_BT}$, and the remaining Gaussian integral gives $2\pi m_\parallel k_BT/\hbar^2\cdot e^{-\phi_p/k_BT}$. Thus

$$J_1=\frac{q\,m_\parallel(k_BT)^2}{2\pi^2\hbar^3}e^{-\phi_p/k_BT}.$$

The mass $m_\parallel$ follows from the inverse mass tensor $w$. Minimizing the energy over $k_x$ leaves a two-dimensional quadratic form with determinant $\det w/w_{xx}$, so $m_\parallel=\sqrt{w_{xx}/\det w}$. For Ge(100) each of the four valley axes has squared direction cosine $1/3$ with the normal. Therefore

$$w_{xx}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right),\qquad m_\parallel=\sqrt{m_lm_t^2w_{xx}}=\sqrt{\frac{m_t^2+2m_lm_t}{3}}.$$

With $m_l=1.6$ and $m_t=0.082$ electron masses, the sum over four valleys is 1.198 electron masses. Writing the total as $A^*T^2e^{-\phi_p/k_BT}$ gives $A^*=144$ A/(cm² K²).

A voltage $V$ that raises the electrons in the semiconductor by $qV$ multiplies their current by $e^{qV/k_BT}$. The reverse current from the metal is unchanged if the barrier is fixed. The net current is

$$J=A^*T^2e^{-\phi_p/k_BT}\left(e^{qV/k_BT}-1\right).$$

Its slope at $V=0$ is $qA^*T\,e^{-\phi_p/k_BT}/k_B$, and the resistivity is the inverse:

$$\rho_p=\frac{k_B}{qA^*T}\,e^{\phi_p/k_BT}.$$

## The resistivity through the film

The film lowers the barrier to $\phi_i$ but obstructs electrons that reach it. Let $x$ be the normal energy above the band edge at the semiconductor surface. The energy integral above shows that the arriving current is distributed as $e^{-x/k_BT}dx/k_BT$. If an electron passes with probability $D_f(x)$, the current is reduced by

$$\theta=\int_0^\infty\frac{dx}{k_BT}\,e^{-x/k_BT}D_f(x).$$

For a film of thickness $t$, mass $m_f$ and band edge a height $\Delta$ above that of the semiconductor, the semiclassical estimate is

$$D_f=\exp\!\left[-\frac{2t}{\hbar}\sqrt{2m_f(\Delta-x)}\right]\quad(x<\Delta),\qquad D_f=1\quad(x\ge\Delta).$$

This treats the film band edge as flat and assumes that an electron has the same transverse energy in the film as in the germanium. Then

$$\rho_i=\frac{k_B}{qA^*T}\frac{e^{\phi_i/k_BT}}{\theta},\qquad r=\theta\,e^{(\phi_p-\phi_i)/k_BT}.$$

The author's argument keeps $\theta$ and forgets the exponential. Within this model the bare spot is the more resistive one when

$$\phi_p-\phi_i>k_BT\ln(1/\theta).$$

## Numbers for a germanium contact

Take $10^{17}$ donors per cm³, 300 K, $\phi_p=0.55$ eV and $\phi_i=0.20$ eV. The film is 1 nm thick with $\Delta=0.05$ eV and $m_f$ equal to the electron mass. The thermal energy is 0.02585 eV and the prefactor $k_B/(qA^*T)$ is $1.995\times10^{-9}$ Ω cm². For the bare spot,

$$\rho_p=1.995\times10^{-9}\,e^{0.55/0.02585}=3.5\ \Omega\,\text{cm}^2.$$

The lowered barrier alone would give $4.57\times10^{-6}$ Ω cm². The film passes $\theta=0.305$ of the arriving current, so

$$\rho_i=\frac{4.57\times10^{-6}}{0.305}=1.5\times10^{-5}\ \Omega\,\text{cm}^2,\qquad r=2.3\times10^5.$$

The barrier reduction needed to pay for the film is $0.02585\ln(1/0.305)=0.031$ eV, and the assumed reduction is 0.35 eV.

At $f=0.01$ the share is

$$s=\frac{0.01}{0.01+0.99\times2.3\times10^5}\approx4\times10^{-8},$$

and the total resistivity rises by 1.0 %, the price of the missing area. At $f=0.1$ it rises by 11 %, while the share is still about $5\times10^{-7}$. To take half the current at $f=0.01$, the holes would need a resistivity of $\rho_if/(1-f)=1.5\times10^{-7}$ Ω cm². The pinned contact is more than ten million times too resistive for that.

So the argument fails for wide holes in this model. A share of $10^{-8}$, however, rests on suppressing every other path through the hole, and those paths must be sized before the conclusion is trusted.

## Tunnelling through the semiconductor barrier

Electrons can also tunnel through the depletion region. Let $E$ now be the energy without the transverse part, measured from the Fermi level. With Fermi occupation, integration over the transverse energy $\varepsilon$ gives

$$\int_0^\infty\frac{d\varepsilon}{1+e^{(E+\varepsilon)/k_BT}}=k_BT\ln(1+e^{-E/k_BT}).$$

With transmission $D(E)$, the difference of the two opposing currents is

$$J=\frac{A^*T}{k_B}\int dE\,D(E)\left[\ln(1+e^{-(E-qV)/k_BT})-\ln(1+e^{-E/k_BT})\right].$$

Holding $D$ fixed and differentiating at $V=0$ yields

$$\frac1\rho=\frac{qA^*T}{k_B}\int\frac{dE}{k_BT}\,\frac{D(E)}{1+e^{E/k_BT}}.$$

If $D$ is a step at $\phi_p\gg k_BT$, this returns the thermionic formula. For the depletion region I use the parabolic band edge

$$U(z)=E_b+(\phi-E_b)(1-z/W)^2,\qquad W=\sqrt{\frac{2\epsilon(\phi-E_b)}{q^2N}},$$

where $E_b$ is the bulk band edge, $N$ the donor density and $\epsilon$ the permittivity. The semiclassical transmission is $D=\exp[-2\int dz\sqrt{2m_x(U-E)}/\hbar]$ over the region $U>E$, with $m_x=1/w_{xx}=0.12$ electron masses. The film contributes its own factor in the intact region. In the bare region the image energy $q^2/(16\pi\epsilon z)$ is subtracted from $U$, which favours the pinholes.

For the example, $\rho_p$ falls to 0.60 Ω cm² and $\rho_i$ to $1.25\times10^{-5}$ Ω cm². The ratio is still $4.8\times10^4$, and the share at $f=0.01$ is $2\times10^{-7}$. The semiclassical formula omits a prefactor: for a pinned barrier at $10^{19}$ cm⁻³ and $E=0.20$ eV, a test against wave matching found agreement within a factor of five. Such a factor does not threaten a ratio of this size.

## Small holes and their rims

A more serious objection is that a pinhole is not a wide contact. Its surroundings have a low barrier, which pulls down the electron energy in front of the hole. Consider a disk of radius $a$ whose surface energy exceeds that of its surroundings by $\phi_p-\phi_i$. The depletion charge is already included in the background profile, so the added energy obeys Laplace's equation. For a half-space with prescribed surface values, a surface element $dS$ at distance $R$ contributes with weight $z\,dS/(2\pi R^3)$. On the axis,

$$\delta U(z)=(\phi_p-\phi_i)\int_0^a\frac{z\,u\,du}{(u^2+z^2)^{3/2}}=(\phi_p-\phi_i)\left[1-\frac{z}{\sqrt{z^2+a^2}}\right].$$

The barrier keeps its height at the metal, apart from image lowering, but its thickness is now set by $a$. For large holes this sum overestimates the barrier, because it omits the extra depletion charge. I therefore take the lower of this profile and that of a wide pinned contact. At the centre of a hole of 50 nm radius the resistivity is 0.51 Ω cm², close to the wide-contact value of 0.60 Ω cm². At the centre of a hole of 5 nm radius it is $2.2\times10^{-3}$ Ω cm², lower than the wide-contact value by a factor of about 270, yet still far above $\rho_i$. Both centre values are good to about 10 %: a self-consistent potential moves them to about 0.45 and $2.5\times10^{-3}$ Ω cm². The centre is also the most resistive point of a hole. Averaged over the interior more than 1 nm from the rim, the resistivity is lower by a factor of about 5 for the larger hole and 2 for the smaller, which still leaves it far above $\rho_i$.

The influence is mutual: the pinned hole raises the electron energy in the semiconductor under the neighbouring film, so the film loses some current in a fringe around each hole. For the two radii used here the fringe reaches at most roughly as far as the hole radius or the depletion width, whichever is smaller. It then covers no more than about three times the hole's own area, so at $f=0.01$ its loss costs at most a few per cent of the film current, and less for the larger hole. The ceiling $1/(1-f)$ leaves this out.

The rim is harder. There the barrier changes from high to low over a very short distance, and electrons may slip around its edge. A proper answer needs three-dimensional scattering. In its place I make an estimate hostile to my own case: a band 1 nm wide inside the rim is treated as open to every electron that the depinned surface barrier lets through. With image lowering, an open area has a resistivity of $1.66\times10^{-6}$ Ω cm². I also charge the film for wave reflection at its interfaces, relative to an interface without film. This multiplies its conductance by 0.54 and raises $\rho_i$ to $2.3\times10^{-5}$ Ω cm².

The band occupies a fraction $1-(1-1\,\text{nm}/a)^2$ of the hole. For $a=50$ nm this is 0.040, and since the rim dominates the hole,

$$\rho_{\text{hole}}\approx\frac{1.66\times10^{-6}}{0.040}\approx4.2\times10^{-5}\ \Omega\,\text{cm}^2.$$

The share at $f=0.01$ is then 0.6 %: far above $10^{-7}$, but below the area fraction. For $a=5$ nm the band fills 36 % of the hole, $\rho_{\text{hole}}$ is $4.6\times10^{-6}$ Ω cm², and the share is 5 %. On this estimate small holes do carry more than their area share, because their effective resistivity is below $\rho_i$. The condition $r>1$ must be applied to the hole as it is, not to a wide contact of the same metal.

If the whole hole is treated as open, the share at $f=0.01$ reaches 12 %. This is a severe estimate, not a strict bound, since diffraction could let a hole smaller than the electron wavelength collect electrons from an area noticeably larger than its own. Without that effect, most of the current still passes through the film, and

$$\frac{\rho}{\rho_i}=\frac{1-0.125}{0.99}=0.88,$$

so the leak lowers the contact resistance.

## Where the author would be right about the current

Heavy doping reverses the ordering. The depletion width shrinks roughly as $N^{-1/2}$, so the pinned barrier becomes transparent, while the film keeps its thickness. With barriers, film and temperature held fixed, the wide-contact calculation gives $r=1$ at about $2\times10^{19}$ cm⁻³.

At $10^{20}$ cm⁻³ it gives $\rho_p=9.5\times10^{-9}$ and $\rho_i=2.8\times10^{-7}$ Ω cm², so $r=0.034$. One per cent of pinholes then carries

$$s=\frac{0.01}{0.01+0.99\times0.034}\approx0.23,$$

and half the current would flow through them at $f=0.034/1.034\approx0.033$. These figures are estimates: with $r$ no longer extreme, the prefactors omitted by the semiclassical formula matter, and they can change $r$ by a factor of a few. Wave matching lowers $r$ to about 0.014, raises the share to about 0.4 and moves the crossover to about $1.5\times10^{19}$ cm⁻³. The holes are now preferred paths, but the contact is not harmed by them: its resistivity is $0.77/0.99=0.78$ of that of the closed film. In this regime the film itself is the obstacle.

## Remaining assumptions and the real contact

The equal-voltage assumption fails when the semiconductor resists lateral current. A resistive hole draws less current, so the voltage in front of it is higher and its share rises towards $f$. In a test with $f=0.04$, $r=10$ and a bulk layer of five times the resistance of the film contact, the share lay between the parallel value and $f$. For holes of 50 nm radius in cells of 500 nm radius on 1000 nm of the example's germanium, with an assumed mobility of 2500 cm²/Vs, spreading raises the share by 0.6 % of its value.

Two other omissions are small here. Minority holes that diffuse into the bulk, estimated with a diffusion length of 1 µm, offer a path of about 100 Ω cm² under a wide contact. From a pinhole much smaller than the diffusion length they spread radially, and for 50 nm radius the path falls to a few Ω cm², still far above $\rho_i$. Recombination inside the depletion region, at the same short lifetime, would offer one of several Ω cm². That is comparable with the thermionic value of the bare contact, but still far more resistive than the film contact. At $10^{17}$ cm⁻³ the depletion charge drops about 2 mV across the film, well below $k_BT/q$. At $10^{20}$ cm⁻³ the same estimate gives about 0.15 V, which the wide-contact calculation ignores, so the heavy-doping figures are only rough. Including the drop moves $r$ from 0.034 to about 0.12 if the film edge is held fixed at the metal, or to about 0.016 if the barrier at the germanium surface is held fixed. The share at $f=0.01$ then lies between about 0.08 and 0.4 and the crossover between about $2\times10^{19}$ and $3\times10^{19}$ cm⁻³, while $r$ stays below 1.

Temperature matters more. With the barriers held fixed, $r$ in the thermionic model is $2.9\times10^6$ at 250 K and $1.0\times10^4$ at 400 K. Heating weakens the advantage of the low barrier, but in this model, which leaves out tunnelling and image lowering, the share at $f=0.01$ is still only about $10^{-6}$ at 400 K.

The parameters are rough values for a metal on n-Ge with a thin TiO₂-like film: strong pinning with a barrier of around half an electronvolt, and a small conduction-band offset. The film mass is a simplification. The doping is far below that of transistor source and drain regions, which lie near or beyond the crossover, so the wide-hole result must not be carried over to them. Real films may also depin incompletely. If $\phi_i$ were 0.30 eV, $\rho_i$ would rise by a factor $e^{0.10/0.02585}\approx48$ and the thermionic $r$ would fall to about $5\times10^3$. The estimated share of open rims would change much less, because the depinned surface barrier limits them as it limits the film. Interface dipoles inside the film, defect conduction and the mismatch of transverse crystal momentum are left out. Defect conduction lowers $\rho_i$ and the pinhole share. A momentum mismatch raises both, and its effect could be large: the germanium valleys lie far from zero transverse momentum. If the film has its band minimum at zero transverse momentum and the interface conserves that momentum, the film could block so strongly that $r$ falls below 1. The conclusion therefore presupposes a film that passes these electrons about as well as estimated here. A measurement of the closed-film contact would show whether it does.

## Recommendation

The inference from contact to short should be withdrawn. The author should compare the resistivity of the closed-film contact with that of a bare contact at the same doping and temperature, and report the sizes of the holes as well as their total area. For moderately doped germanium with the barriers and film transmission assumed here, one per cent of pinholes is no ground for rejecting the film on account of its contact resistance. At $10^{20}$ cm⁻³ the better question is whether the film should be there at all. The main values behind these statements are listed in the numerical output below.

## Values computed for the example and the checks

```
pinned / depinned barrier: 0.55 / 0.20 eV
interlayer: 1.0 nm, offset 0.05 eV, mass 1.0 m_e
donors: 1.0e+17 cm^-3, temperature 300 K
Ge masses long / trans / along [100]: 1.6 / 0.082 / 0.1199 m_e
Richardson constant A*: 144.0 A/(cm2 K2)
thermal energy: 0.02585 eV
thermionic prefactor k/(q A* T): 1.995e-09 ohm cm2
insulator factor theta: 0.305
depinned barrier without insulator loss: 4.569e-06 ohm cm2
rho_p bare pinned: 3.464e+00 ohm cm2
rho_i interlayer: 1.497e-05 ohm cm2
ratio r: 2.314e+05
f = 0.001: share 4.326e-09, rho 1.4984e-05 ohm cm2, rho/rho_i 1.00100
f = 0.010: share 4.365e-08, rho 1.5120e-05 ohm cm2, rho/rho_i 1.01010
f = 0.100: share 4.801e-07, rho 1.6632e-05 ohm cm2, rho/rho_i 1.11111
1 - f for half the current in pinholes: 4.321e-06
hole resistivity to take half at f=0.01: 1.512e-07 ohm cm2
with depletion tunnelling and image force: rho_p 6.012e-01 ohm cm2
with depletion tunnelling: rho_i 1.252e-05 ohm cm2
ratio r from these: 4.802e+04
share at f=0.01 from these: 2.104e-07
wave-matched transmission with / without layer: 0.069 / 0.419
reflection factor on interlayer conductance: 0.536
rho_i with reflection: 2.335e-05 ohm cm2
bulk band edge above Fermi level: 0.120 eV
depletion width depinned / pinned: 37.6 / 87.2 nm
fully open hole: 1.655e-06 ohm cm2
hole radius 5 nm: centre 2.239e-03 ohm cm2, rim area 0.3600
  with open 1 nm rim: 4.592e-06 ohm cm2, share at f=0.01 0.0488
hole radius 50 nm: centre 5.133e-01 ohm cm2, rim area 0.0396
  with open 1 nm rim: 4.180e-05 ohm cm2, share at f=0.01 0.0056
share at f=0.01 if holes are fully open: 0.1247
Ge mobility 2500 cm2/Vs, resistivity 0.0250 ohm cm
spreading, 50 nm hole in 500 nm cell, 1000 nm deep: f 0.0100
  share solved / parallel formula: 1.0064
minority holes: n_i 2e+13 cm^-3, D 40 cm2/s, length 1 um
  resistivity of that path: 1.008e+02 ohm cm2
depletion-charge drop in insulator: 2.27 mV
250 K: ratio r 2.940e+06, share at f=0.01 3.435e-09
400 K: ratio r 9.994e+03, share at f=0.01 1.011e-06
donors at which r = 1: 2.12e+19 cm^-3
1e20 cm^-3: rho_p 9.474e-09, rho_i 2.803e-07 ohm cm2
  ratio r 0.0338, share at f=0.01 0.2301
```
